\section*{Chebyshev series of the retarded Green function and the Lorentz kernel}

Take a system with a single level at energy zero, and ask for its Green function $1/z$ at the imaginary energy $z=iy$ with $y>0$. The Chebyshev polynomials $T_n(\cos\chi)=\cos n\chi$ have the values $T_n(0)=\cos(n\pi/2)$, which vanish for odd $n$ and equal $(-1)^k$ for $n=2k$. Write $y=\sinh\sigma$ with $\sigma>0$. Since $\cos(\pi/2-i\sigma)=\sin(i\sigma)=i\sinh\sigma$, we have $\arccos z=\pi/2-i\sigma$, and therefore $e^{-2ik\arccos z}=(-1)^k e^{-2k\sigma}$. The two alternating signs cancel, and
\begin{equation}
1+2\sum_{n\ge1}T_n(0)\,e^{-in\arccos z}
=1+2\sum_{k\ge1}e^{-2k\sigma}
=\frac{1+e^{-2\sigma}}{1-e^{-2\sigma}}=\coth\sigma .
\end{equation}
With $\sqrt{1-z^2}=\sqrt{1+\sinh^2\sigma}=\cosh\sigma$, multiplication by $-i/\sqrt{1-z^2}$ gives $-i/\sinh\sigma=1/(iy)$, which is the Green function. The distance from the real axis has turned into a damping $e^{-n\sigma}$ of the term of order $n$. The same happens for any bounded Hamiltonian.

Let $H$ be a Hermitian matrix and set $\hbar=1$. For $\eta>0$ the integral
\begin{equation}
-i\int_0^\infty e^{i(E+i\eta)t}\,\langle u|e^{-iHt}|v\rangle\,dt
=\langle u|(E+i\eta-H)^{-1}|v\rangle\equiv G(E+i\eta)
\end{equation}
contains positive times only. This is why the retarded function is the one approached from the upper half plane, $\eta\to0^+$. Chebyshev polynomials are bounded by 1 only on $[-1,1]$, so we write $H=ah+b$, with $a>0$ and $b$ chosen to put the spectrum of $h$ inside that interval. Then $E+i\eta-H=a(z-h)$ with $z=(E+i\eta-b)/a$, and
\begin{equation}
G(E+i\eta)=\frac{g(z)}{a},\qquad g(z)=\langle u|(z-h)^{-1}|v\rangle .
\end{equation}
With the moments $\mu_n=\langle u|T_n(h)|v\rangle$, the claim is that for $\operatorname{Im}z>0$
\begin{equation}
g(z)=\frac{-i}{\sqrt{1-z^2}}\Big[\mu_0+2\sum_{n=1}^{\infty}\mu_n e^{-in\arccos z}\Big],
\label{main}
\end{equation}
where the arccosine and the square root have their principal branches.

The branches decide whether the series converges. Put $\arccos z=\varphi=\theta-i\sigma$ with $0<\theta<\pi$. Then
\begin{align}
z=\cos\varphi&=\cos\theta\cosh\sigma+i\sin\theta\sinh\sigma, \label{z}\\
\sin\varphi&=\sin\theta\cosh\sigma-i\cos\theta\sinh\sigma. \label{sin}
\end{align}
Because $\sin\theta>0$, the condition $\operatorname{Im}z>0$ means $\sigma>0$. The real part of $\sin\varphi$ is positive, so $\sin\varphi$ is the principal root $\sqrt{1-z^2}$. The number $w=e^{-i\varphi}=e^{-\sigma}e^{-i\theta}$ has modulus below 1.

For a level at $x=\cos\chi$, two geometric series now give
\begin{align}
1+2\sum_{n\ge1}w^n\cos n\chi
&=1+\frac{we^{i\chi}}{1-we^{i\chi}}+\frac{we^{-i\chi}}{1-we^{-i\chi}}\nonumber\\
&=\frac{(1-2xw+w^2)+(2xw-2w^2)}{1-2xw+w^2}
=\frac{1-w^2}{1-2xw+w^2}.
\label{gen}
\end{align}
Divide numerator and denominator by $w$, and use $w^{-1}-w=2i\sin\varphi$ and $w^{-1}+w=2\cos\varphi=2z$:
\begin{equation}
1+2\sum_{n\ge1}w^nT_n(x)=\frac{2i\sin\varphi}{2z-2x}=\frac{i\sqrt{1-z^2}}{z-x}.
\end{equation}
Division by $i\sqrt{1-z^2}$ gives \eqref{main} for one level. For a matrix with eigenstates $|k\rangle$ and scaled eigenvalues $x_k$, multiply by $\langle u|k\rangle\langle k|v\rangle$ and sum over $k$. The left side becomes the series of moments and the right side $i\sqrt{1-z^2}\,g(z)$, which proves \eqref{main}.

In the lower half plane the principal arccosine has a positive imaginary part, so $|e^{-i\varphi}|>1$ and the series can no longer be used. There $w=e^{i\varphi}$ has modulus below 1. Since now $w^{-1}-w=-2i\sin\varphi$, the same algebra gives the advanced function, with $+i$ in front and $e^{+in\arccos z}$ in the sum.

To find how fast the series converges, note that $|T_n(x_k)|\le1$. By the Cauchy--Schwarz inequality $|\mu_n|\le m$, where $m=\|u\|\,\|v\|$. If the orders $n<N$ are kept, the omitted geometric tail bounds the error of $g$:
\begin{equation}
|g-g_N|\le\frac{2m}{|\sqrt{1-z^2}|}\sum_{n\ge N}e^{-n\sigma}
=\frac{2m\,e^{-N\sigma}}{(1-e^{-\sigma})\,|\sqrt{1-z^2}|}.
\label{bound}
\end{equation}
The rate $\sigma$ has a geometrical meaning. From \eqref{z},
\begin{align}
|z\mp1|^2&=(\cos\theta\cosh\sigma\mp1)^2+(1-\cos^2\theta)(\cosh^2\sigma-1)\nonumber\\
&=\cosh^2\sigma\mp2\cos\theta\cosh\sigma+\cos^2\theta=(\cosh\sigma\mp\cos\theta)^2,
\end{align}
so that $|z-1|+|z+1|=2\cosh\sigma$. Points with equal rate lie on an ellipse with foci at the two ends of the interval.

Close to the axis, at $z=x_0+iy$ with small $y$ and $x_0$ well inside the band, \eqref{z} gives $\sigma\simeq y/\sqrt{1-x_0^2}$. At the edge $x_0=1$ this fails. There $1-\varphi^2/2\simeq1+iy$, hence $\varphi\simeq\sqrt{2y}\,e^{-i\pi/4}=\sqrt y\,(1-i)$ and $\sigma\simeq\sqrt y$. For small $y$ convergence is thus faster at the edge than in the interior. By \eqref{bound}, the number of moments for a given error grows as $1/\sigma$ up to a logarithm, that is, roughly as the bandwidth over the broadening in the interior. The logarithm comes from the prefactor $1/(1-e^{-\sigma})\simeq1/\sigma$. It is real when a level sits at the energy $x_0$, where $|g|$ is itself of order $1/\sigma$ and a fixed absolute error is an ever smaller relative one. The bound \eqref{bound} contains no matrix size, and each further moment costs at most one multiplication by $h$.

The rate cannot be improved in general, as one level shows. Summing the tail as in \eqref{gen}, with $1-2xw+w^2=2w(z-x)$, gives
\begin{equation}
2\sum_{n\ge N}w^nT_n(x)=\frac{2w^N[T_N(x)-wT_{N-1}(x)]}{1-2xw+w^2}
=\frac{w^{N-1}[T_N(x)-wT_{N-1}(x)]}{z-x}.
\end{equation}
The bracket does not decay with $N$. Its imaginary part is $e^{-\sigma}\sin\theta\,T_{N-1}$, which is small only if $T_{N-1}=\cos(N-1)\chi$ is small. In that case $|T_N|=|\cos(N-1)\chi\cos\chi-\sin(N-1)\chi\sin\chi|$ is close to $\sin\chi$, which is not zero for $|x|<1$. At $x=\pm1$ all $|T_n|=1$. The error therefore falls as $e^{-N\sigma}$ and no faster.

On the real axis inside the interval $[-1,1]$, where $\sigma=0$, the terms $2\cos(n\chi)e^{-in\theta}$ of one level do not tend to zero, and the series diverges. If the system is made infinite first and its moments become absolutely summable, the limit $\sigma\to0$ can be taken term by term inside the band. For a finite matrix, $\eta$ must stay positive at energies inside the scaled interval. For real $|z|>1$ the ellipse formula gives $\cosh\sigma=|z|>1$, and the series converges without broadening. These points lie on the branch cuts, so both functions must be taken as limits from above: by \eqref{z} and \eqref{sin}, $\varphi=-i\sigma$ and $\sqrt{1-z^2}=-i\sinh\sigma$ for $z>1$, while $\varphi=\pi-i\sigma$ and $\sqrt{1-z^2}=+i\sinh\sigma$ for $z<-1$.

As an example, consider an open chain of 200 sites, $j=0,\dots,199$, with hopping amplitude $-t$ between neighbours and site energies $0.5t\cos(2\pi\beta j)$, where $\beta=(\sqrt5-1)/2$. No row of $H$ has a sum of moduli above $2.5t$, so all levels lie within $\pm2.5t$, and $a=2.6t$, $b=0$ will do. We take $u=v$ at site 100. The moments follow from $T_{n+1}(h)=2hT_n(h)-T_{n-1}(h)$ acting on $|v\rangle$. At $E=0.7t$ and $\eta=0.05t$,
\begin{equation}
z=\frac{0.7+0.05i}{2.6}=0.26923+0.01923i,\qquad
\arccos z=1.29826-0.01997i .
\end{equation}
Thus $\sigma=0.01997$, and the interior estimate $0.01923/\sqrt{1-0.26923^2}$ agrees with it to these digits. Solving the linear system $(E+i\eta-H)|\psi\rangle=|v\rangle$ directly gives $G=(0.01987-0.12039i)/t$. The truncated series deviates from this by the following amounts, in units of $1/t$:
\begin{equation}
\begin{array}{c|cccc}
N&100&200&400&800\\ \hline
\text{error}&1.95\times10^{-2}&2.34\times10^{-3}&5.83\times10^{-5}&3.05\times10^{-8}\\
\text{bound}&5.49&0.745&1.37\times10^{-2}&4.67\times10^{-6}
\end{array}
\end{equation}
With $m=1$ and $|\sqrt{1-z^2}|=0.963$, the bound on $G$ is $40.4\,e^{-N\sigma}/t$. It guarantees an error below $10^{-6}/t$ once $N\ge\ln(4.04\times10^7)/0.01997$, which gives 878 moments; 613 are enough in fact. The bound is cautious because it gives every moment the modulus 1 and adds the whole tail in phase.

The kernel polynomial method works on the real axis. It keeps $N$ moments and multiplies them by factors $g_n$ that suppress the oscillations of a sharp cutoff. The Lorentz kernel has
\begin{equation}
g_n=\frac{\sinh[\lambda(1-n/N)]}{\sinh\lambda},\qquad 0\le n<N,
\end{equation}
with a parameter $\lambda>0$. To compare it with \eqref{main}, define
\begin{align}
F(\theta)&=i\sqrt{1-z^2}\,g(z)=\mu_0+2\sum_{n\ge1}e^{-n\sigma}\mu_ne^{-in\theta},\label{F}\\
F_L(\theta)&=\mu_0+2\sum_{n=1}^{N-1}g_n\mu_ne^{-in\theta},
\end{align}
with $z=\cos(\theta-i\sigma)$. Equation \eqref{F} is the series for the real energy $\cos\theta$ with exponentially damped moments. Now choose $\sigma=\lambda/N$. Expanding $\sinh(\lambda-n\sigma)$ and using $\coth\lambda-1=e^{-\lambda}/\sinh\lambda$,
\begin{equation}
g_n=\cosh n\sigma-\coth\lambda\,\sinh n\sigma
=e^{-n\sigma}-\frac{e^{-\lambda}}{\sinh\lambda}\sinh n\sigma .
\label{gn}
\end{equation}
If $\lambda$ and $N$ grow with $\sigma$ fixed, $g_n$ tends to $e^{-n\sigma}$. The Lorentz kernel is thus a finite-order form of evaluation off the axis.

At finite $\lambda$ the difference can be found in closed form. Let $C_n$ be the autocorrelation of the sequence $e^{-\nu\sigma}$, $0\le\nu<N$:
\begin{equation}
C_n=\sum_{\nu=0}^{N-1-n}e^{-\nu\sigma}e^{-(\nu+n)\sigma}
=e^{-n\sigma}\,\frac{1-e^{-2(N-n)\sigma}}{1-e^{-2\sigma}}
=\frac{2e^{-\lambda}\sinh(\lambda-n\sigma)}{1-e^{-2\sigma}} .
\end{equation}
Hence $g_n=C_n/C_0$. The squared modulus of $\sum_\nu e^{-\nu(\sigma+i\theta)}$ is $C_0+2\sum_{n=1}^{N-1}C_n\cos n\theta$, so the kernel $K(\theta)=1+2\sum_{n=1}^{N-1}g_n\cos n\theta$ is
\begin{equation}
K(\theta)=\frac1{C_0}\left|\frac{1-e^{-\lambda-iN\theta}}{1-e^{-\sigma-i\theta}}\right|^2
=\frac{\sinh\sigma}{\cosh\sigma-\cos\theta}\;\frac{\cosh\lambda-\cos N\theta}{\sinh\lambda}.
\label{K}
\end{equation}
The last step uses $|1-e^{-s-i\tau}|^2=2e^{-s}(\cosh s-\cos\tau)$ and $C_0=e^{-\lambda}\sinh\lambda/(e^{-\sigma}\sinh\sigma)$. By \eqref{gen} with $w=e^{-\sigma}$, the first factor in \eqref{K} is $P(\theta)=1+2\sum_{n\ge1}e^{-n\sigma}\cos n\theta$, the kernel of pure exponential damping. The second factor lies between $(\cosh\lambda-1)/\sinh\lambda=\tanh(\lambda/2)$ and $(\cosh\lambda+1)/\sinh\lambda=\coth(\lambda/2)$.

For $u=v$ the moments are real, and the densities in the scaled energy are $\operatorname{Re}F_L/(\pi\sin\theta)$ and $\operatorname{Re}F/(\pi\sin\theta)$. Since $2\cos n\chi\cos n\theta=\cos n(\theta-\chi)+\cos n(\theta+\chi)$, a level at $\cos\chi$ contributes $[K(\theta-\chi)+K(\theta+\chi)]/(2\pi\sin\theta)$ to the first, and the same with $P$ to the second. The weights $|\langle k|u\rangle|^2$ are not negative. The Lorentz-kernel density is therefore positive, and its ratio to the exponentially damped density lies between $\tanh(\lambda/2)$ and $\coth(\lambda/2)$ at every energy inside the band.

The complex functions obey a separate bound. By \eqref{gn}, $e^{-n\sigma}-g_n\ge0$, also for $n\ge N$ if $g_n$ is set to zero there. Hence
\begin{equation}
|F-F_L|\le2m\sum_{n\ge1}(e^{-n\sigma}-g_n)=m[P(0)-K(0)]
=m\coth\frac\sigma2\Big(1-\tanh\frac\lambda2\Big).
\end{equation}
It is attained for $u=v$ and a level at $x=1$, seen at $\theta=0$, where all terms have the same phase.

The damped density is not quite $-\operatorname{Im}g/\pi$. With $i\sin\varphi=\cos\theta\sinh\sigma+i\sin\theta\cosh\sigma$ from \eqref{sin},
\begin{equation}
\frac{\operatorname{Re}F}{\pi\sin\theta}
=\frac1\pi\big[-\cosh\sigma\,\operatorname{Im}g(z)+\cot\theta\,\sinh\sigma\,\operatorname{Re}g(z)\big].
\end{equation}
The second term vanishes at the band centre. It is of first order in $\sigma$ where $\operatorname{Re}g$ stays bounded. Near a discrete level it is of order one, smaller than the peak of the first term by a factor of order $\sigma$; away from all levels both terms are of first order in $\sigma$ and can be comparable. Near a level, with $\delta=\theta-\chi$ and $\sigma$ both small compared with $\sin\chi$, $P(\delta)\simeq2\sigma/(\sigma^2+\delta^2)$. The energy distance is $|\delta|\sin\chi$, so the line is a Lorentzian of half-width $\sigma\sin\chi$. In physical units the broadening is
\begin{equation}
\eta_L\simeq\frac{a\lambda}{N}\sqrt{1-\Big(\frac{E-b}{a}\Big)^2}.
\end{equation}
It is largest at the band centre. A constant $\eta$ needs a damping rate that changes with $E$. Equation \eqref{main} at $E+i\eta$ supplies it exactly; with the Lorentz kernel one can approximate it by choosing $\lambda$ at each energy so that $\eta_L=\eta$. That choice fixes $\sigma=\lambda/N$ at each energy, so more moments lead to the damped density at $\cos(\theta-i\sigma)$ and not to $-\operatorname{Im}G(E+i\eta)/\pi$; an error remains however large $N$ is. For the chain at $\eta=0.05t$ its largest value over $|E|\le2.5t$ is about 9\% of the highest peak. It occurs at $E=2.5t$, beyond the highest level at $2.04t$ and close to the end of the scaled interval, where $\sigma=0.070$ is no longer small compared with $\sin\theta=0.27$. The same moments serve in both cases.

For the chain take $\lambda=4$ and $N=512$, so $\sigma=4/512=0.0078125$. By \eqref{z}, the energy $E=0.7t$ then corresponds to the complex energy $(0.70002+0.01956i)t$. A linear solve there, multiplied by $\sqrt{1-z^2}/\sin\theta$, gives $(0.02352-0.04812i)/t$. The Lorentz kernel gives $-iF_L/(a\sin\theta)=(0.02372-0.04823i)/t$. The two differ by $0.00023/t$, or 0.4\% of the modulus. On 1001 equally spaced energies over the inner 97\% of the scaled interval, the ratio of the two densities runs from 0.973 to 1.027, within the limits $\tanh2=0.964$ and $\coth2=1.037$. On the same grid the Lorentz-kernel density stays above $0.006/t$, whereas the cutoff without damping reaches $-0.50/t$.

The imaginary part of $G$ at $0.7t$ is 2.5 times smaller here than at $\eta=0.05t$, while the broadening is 2.6 times smaller. Far from a level the wing of a Lorentzian is proportional to its width, so this is the behaviour expected in a gap, into which the broadening carries weight from outside. Perturbation theory places a gap here. The site energies $0.25t\,(e^{2\pi i\beta j}+e^{-2\pi i\beta j})$ couple the plane waves $e^{ikj}$, of energy $-2t\cos k$, whose wave numbers differ by $2\pi\beta$. The pair $k=\pm\pi\beta$ is degenerate at $-2t\cos\pi\beta=0.72t$ and is split to first order into $0.72t\pm0.25t$, an interval that contains $0.7t$. Diagonalisation of the chain finds no level between $0.50t$ and $0.96t$.

The line shape also shows the second factor in \eqref{K}. For a single level at $x=0.5$, with the same $\lambda$ and $N$, the half-width found numerically is 1.055 times $\sqrt{1-x^2}\sinh\sigma$. At the peak the factor is $\tanh2=0.964$; at $\delta=\sigma$, where $N\delta=\lambda$, it is $(\cosh4-\cos4)/\sinh4=1.025$. The peak is lowered and the flanks are raised, which widens the line. With $\lambda=8$ and $N=1024$, at the same $\sigma$, the ratio falls to 1.001. A larger $\lambda$ brings the line closer to the exponentially damped one, at the price of proportionally more moments for the same width. The width ratio does not approach 1 monotonically, because the second factor at $\delta=\sigma$ contains $\cos\lambda$; it is 1.0002 at $\lambda=6$. The damped line is itself a Lorentzian only for small $\sigma$, and here it differs from one by about 0.15\% of the peak.

Numerical values quoted here were computed with a short program.
